# Zero-field magnetic resonance of a single-domain iron sphere

## Problem

A small iron sphere is magnetized uniformly. Its magnetization has fixed magnitude $M=1.71$ MA/m and direction $\mathbf m$, a unit vector with components $m_x,m_y,m_z$ along the cube axes of the crystal. The anisotropy energy per volume is

$$e=K_1\left(m_x^2m_y^2+m_y^2m_z^2+m_z^2m_x^2\right),\qquad K_1=48\ \text{kJ/m}^3 ,$$

and the $g$ factor is 2. No external field is applied. At what frequency does the magnetization precess when it is slightly disturbed from rest?

## A tempting solution

The energy density of a magnetization in a field $B$ is of size $MB$. The anisotropy energy density is of size $K_1$. Equating the two gives an internal field

$$B=\frac{K_1}{M}=\frac{48\times10^3}{1.71\times10^6}\ \text{T}=28.07\ \text{mT}.$$

With $g=2$ the spin precesses at $g\mu_B/h=27.992$ GHz per tesla, so the frequency would be $27.992\times0.02807=0.786$ GHz.

## Where it fails

The units are right, but the wrong quantities have been equated. Precession near rest is driven by torque, and torque depends on how fast the energy rises with angle, not on its overall scale.

Let $\theta$ be a small angle from the rest direction. In a field $B$ along that direction the energy density rises by

$$MB(1-\cos\theta)\approx\tfrac12MB\,\theta^2 .$$

The anisotropy energy, as shown below, rises by $K_1\theta^2$. The two rises agree if $\tfrac12MB=K_1$, that is, if $B=2K_1/M$. The tempting solution has lost the factor $\tfrac12$ in the expansion of the cosine, and its frequency is too low by a factor of two.

## Right solution

**Equation of motion.** The electron's moment is opposite to its angular momentum. With $\gamma=g\mu_B/\hbar>0$, the angular momentum per volume is $-M\mathbf m/\gamma$. Setting its rate of change equal to the torque $M\mathbf m\times\mathbf B$ gives

$$\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B,\qquad \mathbf B=-\frac1M\frac{\partial e}{\partial\mathbf m}.$$

The second relation defines the effective field through $\delta e=-M\mathbf B\cdot\delta\mathbf m$. Any part of $\mathbf B$ parallel to $\mathbf m$ drops out of the cross product.

**Rest direction.** Since $K_1>0$, every term of $e$ is non-negative. All three vanish together only if two components of $\mathbf m$ are zero, so the minima are the cube axes. Take the $+z$ axis and substitute $m_z^2=1-m_x^2-m_y^2$:

$$\frac e{K_1}=m_x^2m_y^2+(m_x^2+m_y^2)(1-m_x^2-m_y^2)
\approx m_x^2+m_y^2 .$$

The omitted terms are of fourth order. Because $m_x^2+m_y^2=\sin^2\theta\approx\theta^2$, this is the rise $K_1\theta^2$ used above. A further cubic term $K_2m_x^2m_y^2m_z^2$ also begins at fourth order, so it does not affect the small-angle frequency.

**Effective field.** The derivatives of the original energy are

$$\frac{\partial e}{\partial m_x}=2K_1m_x(m_y^2+m_z^2)\approx2K_1m_x,\qquad
\frac{\partial e}{\partial m_y}\approx2K_1m_y,$$

while $\partial e/\partial m_z=2K_1m_z(m_x^2+m_y^2)$ is of second order. To first order, therefore,

$$\mathbf B=-B_A(m_x,m_y,0),\qquad B_A=\frac{2K_1}{M}.$$

Adding $B_A\mathbf m$, which exerts no torque, turns this into $B_A(0,0,m_z)\approx B_A\hat{\mathbf z}$. The anisotropy thus acts like a field $B_A$ along the rest axis.

**The sphere's own field.** The demagnetizing field of a uniformly magnetized sphere is $-M\mathbf m/3$. Its size, $\mu_0M/3=716$ mT, far exceeds $B_A$, but it stays antiparallel to $\mathbf m$ and exerts no torque. The frequency does not vanish at zero applied field, because the anisotropy torque remains.

**Precession.** The cross product has components

$$(\mathbf m\times\mathbf B)_x=m_yB_z-m_zB_y\approx B_Am_y,\qquad
(\mathbf m\times\mathbf B)_y=m_zB_x-m_xB_z\approx-B_Am_x .$$

Hence

$$\frac{dm_x}{dt}=-\gamma B_Am_y,\qquad \frac{dm_y}{dt}=+\gamma B_Am_x .$$

For $\psi=m_x+im_y$ these combine into $d\psi/dt=i\gamma B_A\psi$, so $\psi\propto e^{i\gamma B_At}$. The motion is a circle, counterclockwise when seen from $+z$, with frequency

$$f=\frac{\gamma B_A}{2\pi}=\frac{g\mu_B}{h}\,\frac{2K_1}{M}.$$

**Numbers.**

$$B_A=\frac{2\times48\times10^3}{1.71\times10^6}\ \text{T}=56.14\ \text{mT}\quad(561\ \text{Oe}),$$

$$f=27.992\times0.05614\ \text{GHz}=1.57\ \text{GHz}\approx1.6\ \text{GHz}.$$

One turn takes 0.636 ns. Integrating the full nonlinear equation from a tilt of 0.002 rad, with the field obtained by differentiating the energy numerically, gives 1.5715 GHz, as does the formula. Adding $K_2=K_1$ leaves these digits unchanged.

## A second case: a sphere that is not quite round

Let the length along the rest axis be $1+\varepsilon$ times the other two. With demagnetizing factors $N_\perp,N_\perp,N_z$, the magnetostatic energy density is

$$\frac{\mu_0M^2}{2}\left[N_\perp(m_x^2+m_y^2)+N_zm_z^2\right]
=\text{const}+\frac{\mu_0M^2}{2}(N_\perp-N_z)(m_x^2+m_y^2).$$

The coefficient of $m_x^2+m_y^2$ adds to $K_1$. Multiplying the sum by $2/M$ gives

$$f=\frac{g\mu_B}{h}\left[\frac{2K_1}{M}+\mu_0M(N_\perp-N_z)\right].$$

For small $\varepsilon$, start from the ellipsoid integral with semi-axes $1,1,c=1+\varepsilon$ and use $c^2\approx1+2\varepsilon$:

$$N_z=\frac c2\int_0^\infty\frac{ds}{(s+1)(s+c^2)^{3/2}}
\approx\frac{1+\varepsilon}{2}\int_0^\infty\left[(s+1)^{-5/2}-3\varepsilon(s+1)^{-7/2}\right]ds .$$

The two integrals are $2/3$ and $2/5$, so

$$N_z\approx(1+\varepsilon)\left(\frac13-\frac{3\varepsilon}5\right)\approx\frac13-\frac{4\varepsilon}{15}.$$

The three factors add to 1, hence $N_\perp=(1-N_z)/2\approx\frac13+\frac{2\varepsilon}{15}$ and

$$N_\perp-N_z\approx\frac{2\varepsilon}{5}.$$

A 1 % stretch gives a difference of 0.00397 from the full integrals and an extra field of 8.54 mT. The frequency rises to 1.81 GHz, by 15 % of the ideal value. A 1 % flattening lowers it to 1.33 GHz. The leverage comes from the large $\mu_0M$: the relative change is $\mu_0M(2\varepsilon/5)/B_A\approx15\,\varepsilon$.

In the flattened particle the other two cube axes have lower energy, so the chosen axis is a local minimum. The linear estimate puts the loss of even this local stability, where $f$ reaches zero, near $\varepsilon=-6.5$ %.

## Larger angles and temperature

Write $J=1-\cos\theta$ and let $\phi$ be the azimuth. The polar component of the field is $B_\theta=-(1/M)\,\partial e/\partial\theta$, and the azimuthal part of the equation of motion reads $\sin\theta\,\dot\phi=-\gamma B_\theta$. Since $\partial e/\partial\theta=\sin\theta\,\partial e/\partial J$,

$$\dot\phi=\frac{\gamma}{M}\frac{\partial e}{\partial J}.$$

In these angles $e/K_1=\sin^2\theta\cos^2\theta+\frac14\sin^4\theta\sin^22\phi$. Averaging over $\phi$ replaces $\sin^22\phi$ by $\frac12$. With $\sin^2\theta=2J-J^2$,

$$\frac{\bar e}{K_1}=\sin^2\theta-\frac78\sin^4\theta\approx2J-J^2-\frac72J^2=2J-\frac92J^2 .$$

The averaging suffices at this order: the part of $e$ that depends on $\phi$ is of order $J^2$, so it makes $J$ and the precession rate ripple by a relative amount of order $J$, and the ripples alter the mean rate only at relative order $J^2$. Differentiating, and using $J\approx\theta^2/2$,

$$\frac{f(\theta)}{f(0)}\approx\frac{2-9J}{2}=1-\frac92J\approx1-\frac94\theta^2 .$$

Heat supplies such angles. In a particle of volume $V$ the energy near rest is $K_1V(m_x^2+m_y^2)$. Each quadratic term has mean $kT/2$, so $\langle\theta^2\rangle=kT/(K_1V)$ when $K_1V\gg kT$. For a diameter of 20 nm, $V=4189$ nm³, and at 300 K the ratio $K_1V/kT$ is 48.5. The rms angle is then 8.2°; a Boltzmann average over the full energy within 45° of the axis gives 8.7°. A precession started at 8.2° runs at 1.50 GHz, 4.6 % below the small-angle value, as the formula predicts. This is the slowing of one orbit at a typical angle, not the calculated shift of a thermal absorption line.

Heat can also carry the magnetization to another cube axis. The well around $+z$ borders a neighbouring well where $m_z^2=m_y^2=u\ge m_x^2$, with $m_x^2=1-2u$ and $\frac13\le u\le\frac12$. There

$$\frac e{K_1}=2(1-2u)u+u^2=2u-3u^2 .$$

This falls as $u$ grows, because its slope $2-6u$ is nowhere positive in the range. The lowest pass is at $u=\frac12$, with height $K_1/4$. For the 20 nm particle the barrier is $12.1\,kT$. Taking $f$ as a rough attempt rate gives a waiting time of $e^{12.1}/f\approx0.1$ ms. This is an order-of-magnitude guide that can err either way. The well has four equal passes, and counting them all would shorten the wait by up to a factor of about four. Weak damping works the other way: at $\alpha\approx0.005$ energy reaches the pass slowly and the wait is several times longer than the estimate. The direction is therefore not a lasting memory, although it survives very many precession periods.

## Damping

Gilbert damping adds $\alpha\,\mathbf m\times d\mathbf m/dt$ to the equation of motion. Near $+z$ the operation $\hat{\mathbf z}\times$ takes $(m_x,m_y)$ to $(-m_y,m_x)$, which multiplies $\psi$ by $i$. With $\omega_0=\gamma B_A$,

$$\dot\psi=i\omega_0\psi+i\alpha\dot\psi
\quad\Rightarrow\quad
\dot\psi=\frac{i\omega_0}{1-i\alpha}\psi=\frac{i\omega_0-\alpha\omega_0}{1+\alpha^2}\psi .$$

The angular frequency is $\omega=\omega_0/(1+\alpha^2)$ and the amplitude decays at the rate $\alpha\omega$. The resonance line has this rate as its half-width in angular frequency, so its full width in frequency is $2\alpha f$. A rough $\alpha=0.005$ gives 15.7 MHz and a decay time of about 20 ns. These values hold for small-angle motion without thermal agitation. In the 20 nm particle at 300 K, $\theta^2$ varies by about its own mean, so the orbit frequencies spread by roughly 5 %: the leading-order formula of the previous section gives a standard deviation of 73 MHz, and the full energy, whose well softens at larger angles, about 83 MHz. Large orbits absorb more strongly, so the spread that shows in the line is larger still. A thermal absorption line is then much wider than damping alone would make it. The frequency shift, of relative size $\alpha^2$, is negligible here.

## Is the sphere small enough?

Let the magnetization acquire a small transverse part $\mathbf u(\mathbf r)$, so that $m_z\approx1-u^2/2$. With exchange stiffness $A$, the exchange and anisotropy energies rise by $\int(A|\nabla\mathbf u|^2+K_1u^2)\,dV$. The reduced $m_z$ in the demagnetizing field lowers the energy by $\int(\mu_0M^2/6)u^2\,dV$. The stray field of $\mathbf u$ itself costs a non-negative energy.

Split $\mathbf u$ into its mean and a remainder of zero mean. They do not mix, because a uniform part makes a uniform field inside the sphere, which does no net work on the remainder. For the mean part the stray-field cost cancels the magnetostatic gain and leaves $K_1$, the case already solved.

For the remainder, exchange costs at least $A(x/R)^2$ per unit of $u^2$ in a sphere of radius $R$. Here $x=2.0816$ is the first root of $j_1'(x)=0$, which belongs to the lowest non-uniform mode with zero slope at the surface. A curling pattern, with $\mathbf u$ circling the $z$ axis, reaches this minimum without magnetic charge and hence without stray-field cost. The uniform state is therefore locally stable if

$$A\frac{x^2}{R^2}+K_1>\frac{\mu_0M^2}{6},\qquad\text{or}\qquad
R<x\sqrt{\frac{A}{\mu_0M^2/6-K_1}} .$$

With a rough $A=20$ pJ/m and $\mu_0M^2/6=612$ kJ/m³, the largest diameter is about 25 nm. The 20 nm particle satisfies the condition; a much larger sphere would need a different calculation.

## Beside a real iron particle

The given $K_1$ and $M$ are close to those of bulk iron at room temperature, while $g=2$ is slightly low. A rough $g=2.09$, with $K_1$ and $M$ held fixed, raises the frequency to 1.64 GHz. The result is very sensitive to the assumed perfect shape: 1 % of stretch or flattening along the rest axis moves the result by 15 %, some fifteen times the linewidth due to damping alone. Surface anisotropy and an oxide shell are also left out, and their effect is not estimated here. The value 1.6 GHz belongs to the ideal sphere; a real particle may differ from it by well over 0.1 GHz. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
K1 = 48.0 kJ/m^3
M = 1.71 MA/m
g = 2.00
g muB/h = 27.992 GHz/T
anisotropy field 2K1/M = 56.14 mT
anisotropy field, converted = 561 Oe
resonance frequency, formula = 1.5715 GHz
resonance frequency, integrated motion = 1.5715 GHz
same with K2 = K1 added = 1.5715 GHz
period = 0.6363 ns
demagnetizing field of sphere mu0 M/3 = 716 mT
axis length change +1 %: Nx-Nz = +0.00397
  shape field = +8.54 mT
  frequency = 1.811 GHz
  relative change = +15.2 %
axis length change -1 %: Nx-Nz = -0.00403
  shape field = -8.65 mT
  frequency = 1.329 GHz
  relative change = -15.4 %
rough real g = 2.09
frequency with rough real g = 1.642 GHz
rough damping alpha = 0.005
full linewidth 2 alpha f = 15.7 MHz
test damping = 0.05
frequency at test damping = 1.5676 GHz
decay rate at test damping = 0.4925 1/ns
particle diameter = 20 nm
particle volume = 4189 nm^3
temperature = 300 K
K1 V/kT = 48.5
rms thermal angle, harmonic = 8.22 deg
rms thermal angle, full well = 8.72 deg
frequency started at harmonic rms angle = 1.500 GHz
  relative change = -4.6 %
  leading-order estimate = -4.6 %
barrier K1 V/(4kT) = 12.1
rough waiting time between hops = 0.12 ms
rough exchange stiffness = 20 pJ/m
first root of j1'(x) = 2.0816
mu0 M^2/6 = 612 kJ/m^3
largest diameter for stable uniform state = 24.8 nm
```
